# Mirror-locked spins in monolayer 2H dichalcogenides and their Rashba tilt: a numerical check

```python
"""Mirror-locked spins and Rashba tilt in a monolayer MX2 tight-binding model.

Results under test:
 (1) with the mirror z -> -z, every nondegenerate Bloch state has <s_x>=<s_y>=0
     and |<s_z>| = |1 - 2 w_odd|, w_odd = weight on mirror-odd orbitals;
 (2) with alpha (q_x s_y - q_y s_x) added near a valley, the upper state of a
     spin-split pair has spin along B = (-alpha q_y, alpha q_x, Delta/2), so that
     tan(tilt) = 2 alpha |q| / |Delta|, Delta = E_up - E_down without Rashba.
Symbols: s = Pauli matrices, q = k - K, energies in eV, lengths in angstrom.
Basis: 5 metal d orbitals, 3 p on the top X, 3 p on the bottom X, times spin.
"""
import numpy as np

# ---------------- round model parameters ----------------
a = 3.2                  # lattice constant
height = 1.6             # distance of each X layer from the metal plane
E_dz2, E_d, E_p = -1.0, 0.0, -3.0
V_sigma, V_pi = 3.0, -1.0
soc_d, soc_p = 0.10, 0.05
alpha = 0.03             # added Rashba coefficient, eV angstrom

# ---------------- orbitals as vectors and tensors ----------------
x, y, z = np.eye(3)


def sym(u, v):
    return (np.outer(u, v) + np.outer(v, u)) / np.sqrt(2)


d_tensors = [np.sqrt(1.5) * (np.outer(z, z) - np.eye(3) / 3),
             sym(x, z), sym(y, z),
             (np.outer(x, x) - np.outer(y, y)) / np.sqrt(2), sym(x, y)]

levi = np.zeros((3, 3, 3))
for i, j, k in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    levi[i, j, k], levi[i, k, j] = 1, -1
L_p = [-1j * levi[i] for i in range(3)]
L_d = [np.array([[np.trace(A @ (L @ B - B @ L)) for B in d_tensors]
                 for A in d_tensors]) for L in L_p]
for L in (L_p, L_d):     # angular momentum algebra
    assert np.allclose(L[0] @ L[1] - L[1] @ L[0], 1j * L[2])
assert np.allclose(sum(L @ L for L in L_d), 6 * np.eye(5))

pauli = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
spin = [np.kron(np.eye(11), s) for s in pauli]


def hop_pd(n):
    """3x5 matrix of p-d hopping for the unit bond vector n (metal to X)."""
    t = np.zeros((3, 5))
    for col, Q in enumerate(d_tensors):
        nQn = n @ Q @ n
        t[:, col] = (V_sigma * np.sqrt(1.5) * nQn * n
                     + V_pi * np.sqrt(2) * (Q @ n - nQn * n))
    return t


bonds = []
for angle in np.radians([90, 210, 330]):
    flat = a / np.sqrt(3) * np.array([np.cos(angle), np.sin(angle)])
    for start, zc in [(5, height), (8, -height)]:
        r = np.array([flat[0], flat[1], zc])
        bonds.append((start, flat, hop_pd(r / np.linalg.norm(r))))

H_soc = np.zeros((22, 22), complex)
for L5, L3, s in zip(L_d, L_p, pauli):
    L_all = np.zeros((11, 11), complex)
    L_all[:5, :5] = soc_d * L5
    L_all[5:8, 5:8] = soc_p * L3
    L_all[8:, 8:] = soc_p * L3
    H_soc += np.kron(L_all, s / 2)

top = np.kron(np.diag([0.] * 5 + [1.] * 3 + [0.] * 3), np.eye(2))
bottom = np.kron(np.diag([0.] * 8 + [1.] * 3), np.eye(2))
layer_op = (top - bottom) / 2     # times U: potential difference U


def hamiltonian(k, U=0.0):
    h = np.diag([E_dz2] + [E_d] * 4 + [E_p] * 6).astype(complex)
    for start, flat, t in bonds:
        h[start:start + 3, :5] += np.exp(-1j * k @ flat) * t
    h[:5, 5:] = h[5:, :5].conj().T
    return np.kron(h, np.eye(2)) + H_soc + U * layer_op


def expect(v, op):
    return np.real(np.vdot(v, op @ v))


def spin_of(v):
    return np.array([expect(v, s) for s in spin])


# orbital reflection: acts on d tensors and p vectors, swaps the X layers
R = np.diag([1., 1., -1.])
D = np.zeros((11, 11))
D[:5, :5] = [[np.trace(A @ R @ B @ R) for B in d_tensors] for A in d_tensors]
D[5:8, 8:] = R
D[8:, 5:8] = R
D_full = np.kron(D, np.eye(2))
M = np.kron(D, -1j * pauli[2])

b1 = 2 * np.pi / a * np.array([1, -1 / np.sqrt(3)])
b2 = 2 * np.pi / a * np.array([0, 2 / np.sqrt(3)])
K = np.array([4 * np.pi / (3 * a), 0.0])
VAL, CON = (12, 13), (14, 15)     # pairs on either side of 14 electrons

# ---------------- mirror theorem over the zone ----------------
N = 12
worst_comm = worst_plane = worst_length = control = 0.0
isolated_count = 0
shortest = 1.0
for i in range(N):
    for j in range(N):
        k = (i + 0.31) / N * b1 + (j + 0.17) / N * b2
        H = hamiltonian(k)
        worst_comm = max(worst_comm, np.abs(H @ M - M @ H).max())
        for U in (0.0, 0.2):
            E, vec = np.linalg.eigh(hamiltonian(k, U))
            gaps = np.concatenate([[np.inf], np.diff(E), [np.inf]])
            for n in range(22):
                if min(gaps[n], gaps[n + 1]) < 1e-4:
                    continue
                s = spin_of(vec[:, n])
                in_plane = np.hypot(s[0], s[1])
                if U:
                    control = max(control, in_plane)
                    continue
                isolated_count += 1
                worst_plane = max(worst_plane, in_plane)
                w_odd = (1 - expect(vec[:, n], D_full)) / 2
                worst_length = max(worst_length,
                                   abs(abs(s[2]) - abs(1 - 2 * w_odd)))
                shortest = min(shortest, abs(s[2]))
assert worst_comm < 1e-12
assert isolated_count > 1000
assert worst_plane < 1e-8 and worst_length < 1e-8
assert control > 0.01             # the theorem fails once the mirror is broken

print(f"lattice constant {a} A, X height {height} A")
print(f"on-site energies dz2, other d, p: {E_dz2}, {E_d}, {E_p} eV")
print(f"p-d hopping sigma, pi: {V_sigma}, {V_pi} eV")
print(f"spin-orbit constants d, p: {soc_d}, {soc_p} eV")
print(f"k points {N*N}, isolated states tested {isolated_count}")
print(f"largest |[H,M]| element {worst_comm:.1e} eV")
print(f"largest in-plane spin, mirror intact {worst_plane:.1e}")
print(f"largest in-plane spin, layer potential 0.2 eV {control:.3f}")
print(f"smallest |<s_z>| found, mirror intact {shortest:.4f}")

# ---------------- local in-plane spin on the two X layers ----------------
k = K + 0.2 * np.array([np.cos(0.4), np.sin(0.4)])
v = np.linalg.eigh(hamiltonian(k))[1][:, VAL[1]]
s_top = np.array([expect(v, top @ spin[c]) for c in (0, 1)])
s_bot = np.array([expect(v, bottom @ spin[c]) for c in (0, 1)])
assert np.allclose(s_top, -s_bot, atol=1e-10)
assert np.linalg.norm(s_top) > 1e-6
print(f"valence state 0.2 1/A from K: top-X spin x,y "
      f"{s_top[0]:.2e}, {s_top[1]:.2e}")
print(f"   bottom-X spin x,y {s_bot[0]:.2e}, {s_bot[1]:.2e}")

# ---------------- degeneracy on the Gamma-M line ----------------
k_line = 0.3 * b2
E, vec = np.linalg.eigh(hamiltonian(k_line))
line_split = np.abs(E[1::2] - E[::2]).max()
pair = vec[:, list(VAL)]
pair_spin = np.linalg.eigvalsh(pair.conj().T @ spin[0] @ pair).max()
c, s_ = np.cos(np.radians(15)), np.sin(np.radians(15))
E_off = np.linalg.eigvalsh(hamiltonian(np.array([[c, -s_], [s_, c]]) @ k_line))
off_split = E_off[VAL[1]] - E_off[VAL[0]]
assert line_split < 1e-10 and off_split > 1e-4
assert pair_spin > 0.5
print(f"largest pair splitting on Gamma-M {line_split:.1e} eV")
print(f"valence splitting 15 deg off that line {1e3*off_split:.2f} meV")
print(f"largest <s_x> inside degenerate valence pair {pair_spin:.4f}")

# ---------------- band edges at K ----------------
E, vec = np.linalg.eigh(hamiltonian(K))
print(f"gap at K {E[CON[0]] - E[VAL[1]]:.4f} eV")
for name, p in (("valence", VAL), ("conduction", CON)):
    sz = [spin_of(vec[:, n])[2] for n in p]
    print(f"{name} at K: splitting {1e3*(E[p[1]]-E[p[0]]):.2f} meV, "
          f"<s_z> lower {sz[0]:.5f}, upper {sz[1]:.5f}")

# ---------------- microscopic mirror breaking by a layer potential ----------
direction = np.array([np.cos(0.4), np.sin(0.4)])
U_show, q_show = 0.2, 0.02
print(f"layer potential {U_show} eV, |q| = {q_show} 1/A:")
for name, p in (("valence", VAL), ("conduction", CON)):
    n = p[1]
    # threefold rotation keeps the spin at K along z without the mirror
    at_K = spin_of(np.linalg.eigh(hamiltonian(K, U_show))[1][:, n])
    assert np.hypot(at_K[0], at_K[1]) < 1e-8
    # close to K the in-plane spin is perpendicular to q
    near = spin_of(np.linalg.eigh(
        hamiltonian(K + 1e-3 * direction, U_show))[1][:, n])[:2]
    radial = abs(near @ direction) / np.linalg.norm(near)
    assert radial < 0.05          # corrections vanish linearly with q
    # first-order sum over all bands against diagonalization at small U
    k = K + q_show * direction
    E, vec = np.linalg.eigh(hamiltonian(k))
    U_small = 0.02
    V_n = vec.conj().T @ (U_small * layer_op) @ vec[:, n]
    others = [m for m in range(22) if m != n]
    first = np.array([2 * np.real(sum(
        np.vdot(vec[:, n], spin[c] @ vec[:, m]) * V_n[m] / (E[n] - E[m])
        for m in others)) for c in (0, 1)])
    exact = spin_of(np.linalg.eigh(hamiltonian(k, U_small))[1][:, n])
    assert np.linalg.norm(first - exact[:2]) < 5e-3 * np.linalg.norm(exact[:2])
    # reversing the potential reverses only the in-plane spin
    plus = spin_of(np.linalg.eigh(hamiltonian(k, U_show))[1][:, n])
    minus = spin_of(np.linalg.eigh(hamiltonian(k, -U_show))[1][:, n])
    assert np.allclose(plus, minus * np.array([-1, -1, 1]), atol=1e-9)
    W = abs(np.vdot(vec[:, p[0]], U_show * layer_op @ vec[:, n]))
    split = E[n] - E[p[0]]
    pair_tilt = np.degrees(np.arctan(2 * W / split))
    full_tilt = np.degrees(np.arctan(np.hypot(*plus[:2]) / abs(plus[2])))
    print(f"  {name}: pair coupling/|q| {1e3*W/q_show:.3f} meV A")
    print(f"    tilt from pair alone {pair_tilt:.4f} deg, "
          f"all bands {full_tilt:.4f} deg")
    print(f"    radial fraction of in-plane spin at 0.001 1/A {radial:.1e}")

# ---------------- added Rashba term: two-state formula against 22 bands -----
print(f"added Rashba coefficient {1e3*alpha:.0f} meV A; upper state, valley K:")
worst_vector = 0.0
for name, p in (("valence", VAL), ("conduction", CON)):
    for q_abs in (0.01, 0.02, 0.04):
        for valley in (1, -1):
            q = q_abs * direction
            H0 = hamiltonian(valley * K + q)
            E, vec = np.linalg.eigh(H0)
            Delta = (E[p[1]] - E[p[0]]) * np.sign(spin_of(vec[:, p[1]])[2])
            B = np.array([-alpha * q[1], alpha * q[0], Delta / 2])
            predicted = B / np.linalg.norm(B)
            H_R = alpha * (q[0] * spin[1] - q[1] * spin[0])
            s = spin_of(np.linalg.eigh(H0 + H_R)[1][:, p[1]])
            s_unit = s / np.linalg.norm(s)
            error = (np.linalg.norm(s_unit - predicted)
                     / np.linalg.norm(predicted[:2]))
            worst_vector = max(worst_vector, error)
            # the pair is not perfectly spin-pure: other bands enter weakly
            assert error < 0.03
            if valley == 1:
                formula = np.degrees(np.arctan(2 * alpha * q_abs / abs(Delta)))
                tilt = np.degrees(np.arctan2(np.hypot(s[0], s[1]), abs(s[2])))
                print(f"  {name} |q|={q_abs:.2f} 1/A: Delta "
                      f"{1e3*Delta:.3f} meV, tilt formula {formula:.4f} deg, "
                      f"22 bands {tilt:.4f} deg")
print(f"largest relative error of the spin vector {worst_vector:.1e}")
print("all tests passed")
```

Output:

```
lattice constant 3.2 A, X height 1.6 A
on-site energies dz2, other d, p: -1.0, 0.0, -3.0 eV
p-d hopping sigma, pi: 3.0, -1.0 eV
spin-orbit constants d, p: 0.1, 0.05 eV
k points 144, isolated states tested 3160
largest |[H,M]| element 8.9e-16 eV
largest in-plane spin, mirror intact 4.0e-12
largest in-plane spin, layer potential 0.2 eV 1.000
smallest |<s_z>| found, mirror intact 0.0145
valence state 0.2 1/A from K: top-X spin x,y 2.09e-04, -4.54e-04
   bottom-X spin x,y -2.09e-04, 4.54e-04
largest pair splitting on Gamma-M 8.9e-15 eV
valence splitting 15 deg off that line 29.58 meV
largest <s_x> inside degenerate valence pair 0.9977
gap at K 0.7256 eV
valence at K: splitting 201.18 meV, <s_z> lower 0.99880, upper -1.00000
conduction at K: splitting 15.93 meV, <s_z> lower -0.99836, upper 0.99888
layer potential 0.2 eV, |q| = 0.02 1/A:
  valence: pair coupling/|q| 0.148 meV A
    tilt from pair alone 0.0017 deg, all bands 0.0017 deg
    radial fraction of in-plane spin at 0.001 1/A 1.4e-02
  conduction: pair coupling/|q| 0.563 meV A
    tilt from pair alone 0.0827 deg, all bands 0.0836 deg
    radial fraction of in-plane spin at 0.001 1/A 7.9e-04
added Rashba coefficient 30 meV A; upper state, valley K:
  valence |q|=0.01 1/A: Delta -201.058 meV, tilt formula 0.1710 deg, 22 bands 0.1709 deg
  valence |q|=0.02 1/A: Delta -200.684 meV, tilt formula 0.3426 deg, 22 bands 0.3423 deg
  valence |q|=0.04 1/A: Delta -199.208 meV, tilt formula 0.6902 deg, 22 bands 0.6895 deg
  conduction |q|=0.01 1/A: Delta 15.843 meV, tilt formula 2.1689 deg, 22 bands 2.1682 deg
  conduction |q|=0.02 1/A: Delta 15.587 meV, tilt formula 4.4023 deg, 22 bands 4.4005 deg
  conduction |q|=0.04 1/A: Delta 14.587 meV, tilt formula 9.3430 deg, 22 bands 9.3364 deg
largest relative error of the spin vector 1.2e-03
all tests passed
```
